# Vanderbilt's generalized eigenproblem: matching logarithmic derivatives and slopes without norm conservation

## What scaling and dimensions fix

A pseudopotential replaces the potential inside a sphere of radius \(R\). Electrons outside see the replacement through the logarithmic derivative of the radial function, \(L(\varepsilon)=\phi'(R)/\phi(R)\), at each energy and angular momentum. For scattering to be right near a reference energy, both \(L\) and \(dL/d\varepsilon\) must be right there.

The form of the slope can be anticipated, up to a dimensionless factor, from scaling and dimensions. Let the radial equation be \((H-\varepsilon S)\phi=0\), with \(H\) and \(S\) Hermitian. A change \(d\varepsilon\) adds the perturbation \(-S\,d\varepsilon\), and the first-order response of a Hermitian problem is the quadratic form \(\langle\phi|S|\phi\rangle\). Because \(L\) does not change when \(\phi\) is multiplied by a constant, this form must be divided by a quantity quadratic in the boundary data; dividing by \(\phi(R)^2\) leaves a length. The slope has dimension 1/(length × energy), and the kinetic energy supplies the factor \(m/\hbar^2\), of dimension 1/(energy × length²). Hence

\[
\frac{dL}{d\varepsilon}=-c\,\frac{m}{\hbar^2}\,\frac{\langle\phi|S|\phi\rangle}{\phi(R)^2},
\]

with a dimensionless \(c\). Scaling and dimensions alone would allow \(c\) to depend on dimensionless quantities such as \(RL\) and \(m\varepsilon R^2/\hbar^2\); Lemma 4 shows that it is the constant 2. If \(S=1\), a correct slope requires the pseudofunction to have the true norm inside \(R\). If \(S\) may differ from 1, the requirement falls on \(\langle\phi|S|\phi\rangle\) instead, and the plain norm is free.

## Setting and assumptions

Hartree atomic units are used. The potential \(V(r)\) is spherical, scalar and independent of energy, so each angular momentum \(l\) can be treated alone. Radial functions are real and include the factor \(r\). Define

\[
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2},\qquad \langle f|g\rangle=\int_0^R f g\,dr .
\]

The all-electron functions \(u_i\), \(i=1,\dots,N\), obey \((T+V-\varepsilon_i)u_i=0\) and are regular at the origin. The energies \(\varepsilon_i\) are distinct and need not be eigenvalues, so the \(u_i\) need not be normalizable.

1. Each \(\phi_i\) equals \(u_i\) for \(r\ge R\), is continuous at \(R\) with its first two derivatives, and is \(r^{l+1}\) times a smooth even function near the origin. Nothing is required of \(\langle\phi_i|\phi_i\rangle\).
2. The local potential \(V_{\rm loc}\) is continuous, smooth and even near the origin, and equal to \(V\) for \(r\ge R\).
3. The matrix \(B\) defined below is invertible.
4. \(u_k(R)\neq0\) at each reference.
5. At \(\varepsilon_k\), the pseudo-equation has no nonzero solution whose value and slope both vanish at \(R\). Such a solution would be a state confined inside the sphere.

Now define

\[
\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\qquad B_{ij}=\langle\phi_i|\chi_j\rangle,
\]
\[
\beta_i=\sum_j (B^{-1})_{ji}\chi_j,\qquad Q_{ij}=\langle u_i|u_j\rangle-\langle\phi_i|\phi_j\rangle,\qquad D_{ij}=B_{ij}+\varepsilon_jQ_{ij}.
\]

For \(r\ge R\) the pseudofunction obeys the true equation, so \(\chi_i=0\) there. All \(\beta_i\) are therefore confined to the sphere. Near the origin \(T\) annihilates the leading \(r^{l+1}\), so \(\chi_i\) again starts as \(r^{l+1}\).

**Theorem.** Let

\[
H=T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad
S=1+\sum_{ij}Q_{ij}|\beta_i\rangle\langle\beta_j| .
\]

Then \(D\) and \(Q\) are symmetric and \(H\phi_k=\varepsilon_kS\phi_k\). The regular solution of \((H-\varepsilon S)\phi=0\) has the same \(L\) and the same \(dL/d\varepsilon\) at \(R\) as the all-electron solution, at every \(\varepsilon_k\).

## Lemma 1: duality

\(\langle\beta_i|\phi_j\rangle=\delta_{ij}\) and \(\sum_iB_{ik}\beta_i=\chi_k\).

*Proof.* Since \(\langle\chi_m|\phi_j\rangle=B_{jm}\),

\[
\langle\beta_i|\phi_j\rangle=\sum_m(B^{-1})_{mi}B_{jm}=(BB^{-1})_{ji}=\delta_{ij}.
\]

Likewise,

\[
\sum_iB_{ik}\beta_i=\sum_m\Big[\sum_i(B^{-1})_{mi}B_{ik}\Big]\chi_m=\chi_k .\qquad\square
\]

## Lemma 2: the symmetry of D

\(B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)Q_{ij}\), and therefore \(D_{ij}=D_{ji}\).

*Proof.* For functions that vanish as \(r^{l+1}\) at the origin, integration by parts gives Green's identity

\[
\langle f|Tg\rangle-\langle g|Tf\rangle=-\tfrac12W[f,g],\qquad W[f,g]=(fg'-gf')\big|_R .
\]

The centrifugal term cancels, and the lower limit contributes nothing. In \(B_{ij}-B_{ji}\) the \(V_{\rm loc}\) terms cancel too:

\[
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle+\tfrac12W[\phi_i,\phi_j].
\]

The same operation on the all-electron equations, where the left side is zero, gives

\[
0=(\varepsilon_j-\varepsilon_i)\langle u_i|u_j\rangle+\tfrac12W[u_i,u_j].
\]

The two Wronskians are equal because values and slopes agree at \(R\). Subtracting the second line from the first,

\[
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\big(\langle\phi_i|\phi_j\rangle-\langle u_i|u_j\rangle\big)=(\varepsilon_i-\varepsilon_j)Q_{ij}.
\]

Since \(Q\) is symmetric by definition,

\[
D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)Q_{ij}+(\varepsilon_j-\varepsilon_i)Q_{ij}=0 .\qquad\square
\]

*Remark.* With several references and \(S=1\), the nonlocal term would have coefficients \(B_{ij}\). It would be Hermitian only if \(Q_{ij}=0\) for every pair \(i\ne j\). Generalized norm conservation sets all \(Q_{ij}\) to zero. The overlap operator removes this whole set of constraints.

## Lemma 3: one regular solution, smooth in energy

Near \(\varepsilon_k\), the regular solution of \((H-\varepsilon S)\phi=0\) is unique up to scale and can be chosen differentiable in \(\varepsilon\).

*Proof.* Write \(M=D-\varepsilon Q\) and \(p_j=\langle\beta_j|\phi\rangle\). The equation becomes

\[
(T+V_{\rm loc}-\varepsilon)\phi=-\sum_{ij}\beta_iM_{ij}p_j .
\]

Let \(f\) be the regular solution without a source, starting as \(r^{l+1}\). Let \(g_i\) be the solution with source \(\beta_i\) that starts as \(r^{l+3}\). Both depend smoothly on \(\varepsilon\). Every regular solution is then

\[
\phi=a f-\sum_{ij}g_iM_{ij}p_j ,
\]

and projection on \(\beta_i\) gives the consistency conditions

\[
p_i=a\langle\beta_i|f\rangle-\sum_{jm}\langle\beta_i|g_j\rangle M_{jm}p_m .
\]

These are \(N\) linear equations for the \(N+1\) amplitudes \((a,p_1,\dots,p_N)\), so a nonzero solution exists. It gives a nonzero \(\phi\): if \(\phi\) vanished, every \(p_i=\langle\beta_i|\phi\rangle\) would vanish, and then \(a\) as well.

Suppose that two independent solutions \(\phi,\psi\) existed at \(\varepsilon_k\). The projector terms are symmetric, so Green's identity gives \(W[\phi,\psi]=0\). Their pairs (value, slope) at \(R\) are then proportional, and some nonzero combination has zero value and zero slope there. Assumption 5 excludes this. The linear system therefore has rank \(N\) at \(\varepsilon_k\). Some \(N\times N\) minor is nonzero there and stays nonzero nearby, and the solution built from the minors is differentiable. \(\square\)

## Lemma 4: the slope formula

Wherever the solution is differentiable and \(\phi(R)\ne0\),

\[
\frac{dL}{d\varepsilon}=-\frac{2\langle\phi|S|\phi\rangle}{\phi(R)^2}.
\]

*Proof.* Let a dot denote \(\partial/\partial\varepsilon\). Differentiating \((H-\varepsilon S)\phi=0\) gives \((H-\varepsilon S)\dot\phi=S\phi\). Multiply this by \(\phi\), multiply the original equation by \(\dot\phi\), integrate over the sphere and subtract:

\[
\langle\phi|(H-\varepsilon S)\dot\phi\rangle-\langle\dot\phi|(H-\varepsilon S)\phi\rangle=\langle\phi|S|\phi\rangle .
\]

On the left the local terms cancel. The projector terms cancel because \(D\) and \(Q\) are symmetric. The kinetic term leaves \(-\tfrac12(\phi\dot\phi'-\dot\phi\phi')|_R\). Since

\[
\dot L=\frac{\dot\phi'\phi-\phi'\dot\phi}{\phi^2}\bigg|_R ,
\]

the left side is \(-\tfrac12\phi(R)^2\dot L\), which proves the formula. \(\square\)

The all-electron case is \(S=1\): \(\dot L=-2\langle u|u\rangle/u(R)^2\).

## Proof of the theorem

Apply \(H\) to \(\phi_k\). The definition of \(\chi_k\) gives \((T+V_{\rm loc})\phi_k=\varepsilon_k\phi_k-\chi_k\), and duality reduces the projector sum to \(\sum_iD_{ik}\beta_i\). Hence

\[
H\phi_k=\varepsilon_k\phi_k-\chi_k+\sum_iB_{ik}\beta_i+\varepsilon_k\sum_iQ_{ik}\beta_i
=\varepsilon_k\Big(\phi_k+\sum_iQ_{ik}\beta_i\Big)=\varepsilon_kS\phi_k ,
\]

because \(\sum_iB_{ik}\beta_i=\chi_k\). By Lemma 3, \(\phi_k\) is the regular solution at \(\varepsilon_k\). It has the value and slope of \(u_k\) at \(R\), so \(L\) agrees.

For the energy slope, duality gives

\[
\langle\phi_k|S|\phi_k\rangle=\langle\phi_k|\phi_k\rangle+Q_{kk}=\langle u_k|u_k\rangle .
\]

Since \(\phi_k(R)=u_k(R)\), Lemma 4 gives equal slopes. \(\square\)

**Larger radii.** Outside \(R\) both problems obey \(\phi''=2[l(l+1)/(2r^2)+V-\varepsilon]\phi\). Writing \(L(r)=\phi'(r)/\phi(r)\), one finds

\[
\frac{dL}{dr}=-L^2+\frac{l(l+1)}{r^2}+2(V-\varepsilon),\qquad
\frac{d\dot L}{dr}=-2L\dot L-2 .
\]

Equal starting data at \(R\) keep \(L\) and \(\dot L\) equal outward until a node is reached. At the node both \(L\) have the same pole, and beyond it the agreement resumes: with \(\phi(R)\) fixed at 1, \(\phi\) and \(\dot\phi\) have the same values and slopes at \(R\) in both problems and obey the same equations outside.

**A node at \(R\).** If \(u_k(R)=0\), \(L\) has a pole, but its reciprocal is regular. The steps of Lemma 4 then give \(d(1/L)/d\varepsilon=2\langle\phi|S|\phi\rangle/\phi'(R)^2\), which also matches. Assumption 4 thus concerns the use of \(L\) as the variable.

## How far the agreement reaches

Scale all solutions to \(\phi(R)=u(R)=1\). Differentiating the slope formula once more gives \(\ddot L=-4\langle\phi|S|\dot\phi\rangle\) for the pseudo-problem and \(-4\langle u|\dot u\rangle\) for the all-electron one. Nothing in the construction makes these equal. With \(\delta=\varepsilon-\varepsilon_k\), the error \(\Delta L=L_{\rm ps}-L_{\rm ae}\) is therefore

\[
\Delta L=-2\big(\langle\phi_k|S|\dot\phi_k\rangle-\langle u_k|\dot u_k\rangle\big)\delta^2+O(\delta^3).
\]

With two references, \(\Delta L\) has a double zero at each. Where both logarithmic derivatives are smooth, it can be written as

\[
\Delta L(\varepsilon)=(\varepsilon-\varepsilon_1)^2(\varepsilon-\varepsilon_2)^2F(\varepsilon),
\]

with a smooth \(F\).

The control case is one reference with \(Q\) dropped from both \(S\) and \(D\), so that \(S=1\) and \(D_{11}=B_{11}\). Then \(\phi_1\) is still a solution and \(L(\varepsilon_1)\) is still right, but

\[
\dot L_{\text{no }Q}=-\frac{2\langle\phi_1|\phi_1\rangle}{\phi_1(R)^2}=\dot L_{\rm ae}+\frac{2Q_{11}}{\phi_1(R)^2}.
\]

The error is now linear in \(\delta\) unless the norm is conserved, \(Q_{11}=0\).

For a bound state, the interior \(L\) must equal the exterior one, \(L_{\rm out}\). With \(u\) normalized over all space, the interior slope is \(-2\int_0^Ru^2dr/u(R)^2\). The same argument on \((R,\infty)\) gives \(\dot L_{\rm out}=+2\int_R^\infty u^2dr/u(R)^2\). The difference of the slopes is \(-2/u(R)^2\), so a small error \(\Delta L\) shifts the level by

\[
\Delta\varepsilon=\tfrac12u(R)^2\,\Delta L .
\]

## Positivity of S and ghost states

For the eigenproblem \(H\phi=\varepsilon S\phi\) over all space, a positive definite \(S\) guarantees real eigenvalues and a positive norm \(\langle\phi|S|\phi\rangle\) for every state. On functions orthogonal to all \(\beta_i\), \(S\) acts as 1. On the span of the \(\beta_i\), its eigenvalues are those of \(1+GQ\), where \(G_{ij}=\langle\beta_i|\beta_j\rangle\). \(S\) is positive definite when these are all positive, and only then. A positive semidefinite \(Q\) is sufficient but not necessary.

The theorem fixes behaviour at the references. It does not exclude an extra bound state, a ghost, at another energy, so the spectrum has to be inspected.

## Connection with PAW

Define a reconstructed function inside the sphere by

\[
\tau\phi=\phi+\sum_i(u_i-\phi_i)\langle\beta_i|\phi\rangle .
\]

By duality \(\tau\phi_i=u_i\). Split any \(\phi\) as \(\sum_ip_i\phi_i+\xi\), with \(\langle\beta_i|\xi\rangle=0\). Then \(\tau\phi=\sum_ip_iu_i+\xi\), and expanding both norms gives

\[
\langle\tau\phi|\tau\phi\rangle-\langle\phi|S|\phi\rangle=2\sum_ip_i\langle u_i-\phi_i|\xi\rangle .
\]

On the span of the \(\phi_i\), where \(\xi=0\), \(S\) measures the norm of the reconstructed all-electron function. The remainder comes from the part \(\xi\) that the partial waves do not describe. It is linear in \(\xi\), so it can have either sign, and it vanishes whenever all \(p_i=0\). A zero remainder therefore does not prove that the partial waves are complete. The Hamiltonian coefficients have the matching one-centre form:

\[
\langle u_i|(T+V)u_j\rangle-\langle\phi_i|(T+V_{\rm loc})\phi_j\rangle
=\varepsilon_j\langle u_i|u_j\rangle-\varepsilon_j\langle\phi_i|\phi_j\rangle+B_{ij}=D_{ij}.
\]

For a fixed potential, \(Q\) and \(D\) are thus the PAW one-centre corrections to overlap and energy. In a self-consistent calculation the density must also receive its augmentation, and \(D\) then changes with the potential. That extension is outside the theorem.

## A worked p channel

Take \(l=1\), \(V(r)=-(1+7e^{-2r})/r\) and \(R=1.2\) bohr. The model has a strong core attraction and a unit Coulomb tail. The references are the lowest bound state, \(\varepsilon_1=-0.494768\) hartree (\(-13.463\) eV), and a scattering energy \(\varepsilon_2=0.2\) hartree. The first pole of the all-electron \(L\) lies at 1.110 hartree, well above both.

Inside \(R\), \(V_{\rm loc}=a+br^2\) with \(a=-2.6788\) hartree and \(b=0.9141\) hartree/bohr², joined to \(V\) in value and slope. The pseudofunctions are \(r^2(c_0+c_1r^2+c_2r^4)\). Their three coefficients are used up by the value and two derivatives at \(R\), so none is left to adjust the norm. All functions are scaled to 1 at \(R\).

**Norms and coefficients.** In bohr,

\[
Q_{11}=1.016553-0.618821=0.397732,
\]
\[
Q_{22}=2.812186-1.322753=1.489433,\qquad Q_{12}=0.772094 .
\]

The first pseudofunction lacks 39% of the true norm inside \(R\), and the second lacks 53%. The matrix \(B\) is plainly not symmetric: \(B_{12}=-2.136121\) and \(B_{21}=-1.599695\) hartree bohr. Their difference, \(-0.536426\), agrees with \((\varepsilon_1-\varepsilon_2)Q_{12}=-0.694768\times0.772094\). The overlap terms restore the symmetry, in hartree bohr:

\[
D_{12}=-2.136121+0.2\times0.772094=-1.98170,
\]
\[
D_{21}=-1.599695-0.494768\times0.772094=-1.98170 .
\]

**Matching.** Here \(L\) is in 1/bohr and slopes are in 1/(bohr hartree). At \(\varepsilon_1\) both problems give \(L=-0.47897\) and slope \(-2\times1.01655=-2.0331\). At \(\varepsilon_2\) both give \(L=-2.79631\) and slope \(-2\times2.81219=-5.6244\). The slopes were obtained by finite differences of \(L\), independently of the norm integrals. Away from the references, at \(-0.1\) hartree, the pseudo-slope \(-3.3291\) equals \(-2\langle\phi|S|\phi\rangle\), as Lemma 4 requires.

**Dropping Q.** With one projector and no \(Q\), \(L(\varepsilon_1)\) is unchanged, but the slope becomes \(-2\times0.61882=-1.2376\). The change, \(0.7955\), is \(2Q_{11}\). At \(\delta=0.01\) hartree the error in \(L\) is \(8.03\times10^{-3}\) per bohr without \(Q\) and \(2.55\times10^{-5}\) with it. Halving \(\delta\) divides these errors by 2.01 and 4.02, the linear and quadratic laws derived above.

**Between and beyond the references.** With two projectors the error in \(L\) is \(1.55\times10^{-5}\), \(1.57\times10^{-5}\) and \(1.34\times10^{-4}\) per bohr at \(-0.2\), \(0\) and \(0.4\) hartree. Dividing by the double-zero factor gives, for the middle energy,

\[
F(0)=\frac{1.570\times10^{-5}}{(0.494768)^2(0.2)^2}=1.6\times10^{-3}\ \text{bohr}^{-1}\,\text{hartree}^{-4}.
\]

The other two energies give \(1.1\times10^{-3}\) and \(4.2\times10^{-3}\) in the same unit. One projector with \(Q\) has errors of 0.032, 0.119 and 0.822 per bohr at these energies. Without \(Q\) they are 0.322, 0.692 and 2.339 per bohr. In this example, adding \(Q\) to one projector thus reduces the error by factors of about 10, 6 and 3, and adding the second reference with its \(Q\) elements reduces it by further factors of about 2000, 7600 and 6100.

**Bound states and charge.** The generalized eigenproblem in a large sphere returns \(-0.494768\) hartree for the lowest state, with no pseudo-state below it. The next all-electron level is at \(-0.097547\) hartree, which was not a reference. Its error is \(1.1\times10^{-7}\) hartree with two projectors, \(4.0\times10^{-4}\) with one, and \(3.6\times10^{-3}\) with one and no \(Q\).

For the normalized lowest state \(u(R)^2=0.557285\) per bohr. The plain density of its pseudofunction therefore misses

\[
Q_{11}u(R)^2=0.397732\times0.557285=0.22165
\]

of an electron, which the overlap term restores.

**Positivity.** The eigenvalues of \(Q\) are \(-0.00198\) and \(1.889\) bohr, so \(Q\) is not positive semidefinite even though both diagonal elements are positive. The sign follows from \(Q_{11}Q_{22}-Q_{12}^2=0.5924-0.5961<0\). The simple sufficient condition fails here. In the basis used, the smallest eigenvalue of \(S\) is nevertheless 0.925, so the eigenproblem is well posed in that basis. The full set of values is in the numerical output.

## Computed values

```
core strength 7.0, decay 2.0 1/bohr, radius R 1.20 bohr
Vloc inside R: a = -2.67881 hartree, b = 0.91409 hartree/bohr^2
reference 1 (lowest bound state): -0.494768 hartree = -13.4633 eV
reference 2 (scattering): 0.200000 hartree
first pole of all-electron L (node at R): 1.110148 hartree
functions scaled to 1 at R; norms inside R and Q in bohr:
 1: <u|u> = 1.016553, <phi|phi> = 0.618821, Q = 0.397732
 2: <u|u> = 2.812186, <phi|phi> = 1.322753, Q = 1.489433
Q12 = 0.772094 bohr
eigenvalues of Q (bohr): -0.001977 1.889142
B11 B12 B21 B22 (hartree bohr): -1.066589 -2.136121 -1.599695 -3.192619
D11 D12 D21 D22 (hartree bohr): -1.263374 -1.981703 -1.981703 -2.894732
B12-B21 = -0.536426, (eps1-eps2) Q12 = -0.536426 hartree bohr
L in 1/bohr, slope in 1/(bohr hartree), two projectors:
 ref 1: L all-electron -0.478971, ultrasoft -0.478971
 ref 1: slope all-electron -2.033105, ultrasoft -2.033105
 ref 2: L all-electron -2.796313, ultrasoft -2.796313
 ref 2: slope all-electron -5.624373, ultrasoft -5.624373
at -0.10 hartree: slope -3.329121, -2<phi|S|phi> -3.329121
one projector at reference 1:
 slope with Q -2.033105, without Q -1.237642 1/(bohr hartree)
 slope change on dropping Q 0.795463, 2 Q11 0.795463
 L without Q -0.478971 1/bohr
L error (1/bohr) at reference 1 + 0.010 and + 0.005 hartree:
 with Q    2.546e-05 6.330e-06 ratio 4.023
 without Q 8.034e-03 3.997e-03 ratio 2.010
L error (1/bohr): two projectors, one projector, one without Q
 at -0.20 hartree: 1.552e-05 3.162e-02 3.218e-01
 at  0.00 hartree: 1.570e-05 1.192e-01 6.921e-01
 at  0.40 hartree: 1.337e-04 8.216e-01 2.339e+00
smallest eigenvalue of S (two projectors): 0.924725
bound state from generalized eigenproblem: -0.494768 hartree
pseudo states below the true lowest state: 0
next bound state, all-electron: -0.097547 hartree
 its error (hartree), two / one / one without Q: 1.090e-07 3.996e-04 3.618e-03
normalized bound state: u(R)^2 = 0.557285 1/bohr
charge restored by Q: 0.221650 electron, Q11 u(R)^2 = 0.221650
```
